# The Doniach Diagram: Estimating the Critical Coupling of a Kondo Lattice: verification in Python

```python
# Doniach estimate for the Kondo lattice H = sum eps_k c^+c + J sum_i S_i.s_i
# (S = 1/2, s = sigma/2, J > 0; k_B = hbar = 1 in the formulas).
# Result under test: T_K = D exp(-1/g) and T_RKKY = c rho J^2, with g = rho J,
# cross at g_c = -1/(2 W_{-1}(-sqrt(a)/2)), a = c/(rho D), only if a < 4/e^2.
# rho: density of states per site and spin; D: half bandwidth;
# c = [max_q chi0(q) - chi0(R=0)]/(8 rho), chi0: Lindhard function per spin.
# Lattice work is done in units of the hopping t, then converted to eV.
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.optimize import brentq
from scipy.special import lambertw, j0, expit


def cubic_band(size):
    cosine = np.cos(2 * np.pi * np.arange(size) / size)
    return -2 * (cosine[:, None, None] + cosine[None, :, None]
                 + cosine[None, None, :])


def lindhard(size, mu, temp, nodes=48):
    """chi0(R) and chi0(q) on a periodic cubic lattice (imaginary time)."""
    xi = cubic_band(size) - mu
    beta = 1 / temp
    log_occ = -np.logaddexp(0, beta * xi)
    log_emp = -np.logaddexp(0, -beta * xi)
    points, weights = np.polynomial.legendre.leggauss(nodes)
    chi_r = np.zeros_like(xi)
    for p, w in zip(points, weights):
        tau = beta * (p + 1) / 4            # half interval, symmetric integrand
        hole = np.fft.ifftn(np.exp(xi * tau + log_occ)).real
        particle = np.fft.ifftn(np.exp(-xi * tau + log_emp)).real
        chi_r += 2 * (beta / 4) * w * hole * particle
    return chi_r, np.fft.fftn(chi_r).real


# ---- Kondo scale: shell coefficient from exact diagonalization -------------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]


def annihilator(mode, modes=6):
    op = np.eye(1)
    for m in range(modes):
        if m < mode:
            factor = np.diag([1.0, -1.0])
        elif m == mode:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        op = np.kron(op, factor)
    return op


ann = [annihilator(m) for m in range(6)]    # orbital o, spin s -> 2 o + s
number = [a.T @ a for a in ann]
local = [ann[0 + s] + ann[2 + s] + ann[4 + s] for s in (0, 1)]
exchange = np.zeros((128, 128), complex)
for sig in pauli:
    s_el = sum(sig[i, j] / 2 * local[i].T @ local[j]
               for i in (0, 1) for j in (0, 1))
    exchange += np.kron(s_el, sig / 2)
# orbital 0 at the Fermi level, orbital 1 at +1, orbital 2 at -1
levels = np.kron(number[2] + number[3] - number[4] - number[5], np.eye(2))
count = np.diag(np.kron(sum(number), np.eye(2)))
sector = np.where(np.abs(count - 3) < 1e-9)[0]


def effective_exchange(coupling):
    ham = (levels + coupling * exchange)[np.ix_(sector, sector)]
    ev = np.linalg.eigvalsh(ham)
    return np.sign(coupling) * (ev[3] - ev[0])   # triplet minus singlet


j_small = 0.02
shell_coeff = (effective_exchange(j_small)
               + effective_exchange(-j_small)) / (2 * j_small**2)
assert abs(shell_coeff - 1) < 0.01          # remainder is of order j_small^2

# Remove thin shells one by one until the coupling is very large.
g_start, g_run, log_cut, step = 0.15, 0.15, 0.0, 1e-4
while g_run < 50:
    g_run += g_run**2 * step
    log_cut -= step
assert abs(log_cut - (-1 / g_start + 1 / g_run)) < 2e-3   # step error

# ---- RKKY coupling: electron energy with two fixed spins -------------------
ring = -(np.roll(np.eye(6), 1, 0) + np.roll(np.eye(6), -1, 0))
one = np.eye(6)
hop = (np.kron(np.kron(ring, one), one) + np.kron(np.kron(one, ring), one)
       + np.kron(np.kron(one, one), ring))
temp_pair, j_pair = 0.3, 0.05
chi_pair, _ = lindhard(6, 0.0, temp_pair)


def grand_potential(site, v_first, v_second):
    ham = hop.copy()
    ham[0, 0] += v_first
    ham[site, site] += v_second
    ev = np.linalg.eigvalsh(ham)
    return -temp_pair * np.sum(np.logaddexp(0, -ev / temp_pair))


pair_ratios = []
for site, vector in ((1, (0, 0, 1)), (7, (0, 1, 1))):
    v = j_pair / 4
    parallel = grand_potential(site, v, v) + grand_potential(site, -v, -v)
    opposite = grand_potential(site, v, -v) + grand_potential(site, -v, v)
    k_energy = 2 * (parallel - opposite)    # E_par - E_anti = 2 K S^2
    k_formula = -j_pair**2 * chi_pair[vector] / 2
    pair_ratios.append(k_energy / k_formula)
    assert abs(pair_ratios[-1] - 1) < 0.01

# ---- Ordering temperature: nonlinear mean-field iteration, J = 1 -----------
chi_r12, chi_q12 = lindhard(12, -1.0, 0.3)
t_order = (chi_q12.max() - chi_r12[0, 0, 0]) / 8
kernel = (chi_q12 - chi_r12[0, 0, 0]) / 2   # no self-interaction


def final_moment(temp):
    rng = np.random.default_rng(1)
    m = 1e-3 * rng.standard_normal((3, 12, 12, 12))
    for _ in range(600):
        field = np.fft.ifftn(kernel * np.fft.fftn(m, axes=(1, 2, 3)),
                             axes=(1, 2, 3)).real
        size = np.sqrt(np.sum(field**2, axis=0)) + 1e-300
        m = 0.75 * m + 0.25 * 0.5 * np.tanh(size / (2 * temp)) * field / size
    return np.sqrt(np.mean(np.sum(m**2, axis=0)))


moment_below = final_moment(0.9 * t_order)
moment_above = final_moment(1.1 * t_order)
assert moment_below > 0.05 and moment_above < 1e-5

# ---- Worked example: simple cubic band -------------------------------------
hopping = 0.25                              # eV, round model value
mu, temp_el, size = -1.0, 0.05, 64          # in units of the hopping
half_width = 6.0
chi_r, chi_q = lindhard(size, mu, temp_el)
rho, chi_loc, chi_max = chi_q[0, 0, 0], chi_r[0, 0, 0], chi_q.max()
q_index = np.unravel_index(np.argmax(chi_q), chi_q.shape)
q_over_pi = sorted(2 * min(i, size - i) / size for i in q_index)

# Direct k sum at the wave vector of the maximum.
band = cubic_band(size)
shifted = np.roll(band, [-i for i in q_index], axis=(0, 1, 2))
occ, occ_s = expit(-(band - mu) / temp_el), expit(-(shifted - mu) / temp_el)
gap = shifted - band
close = np.abs(gap) < 1e-9
terms = np.where(close, occ * (1 - occ) / temp_el,
                 (occ - occ_s) / np.where(close, 1.0, gap))
assert abs(terms.mean() / chi_max - 1) < 1e-5
filling = 2 * occ.mean()

# Density of states of the infinite lattice from a Bessel-function integral.
s = np.linspace(1e-6, 250, 250001)
thermal = np.pi * temp_el * s / np.sinh(np.pi * temp_el * s)
integrand = np.cos(mu * s) * j0(2 * s)**3 * thermal / np.pi
rho_infinite = np.sum((integrand[1:] + integrand[:-1]) / 2) * (s[1] - s[0])
assert abs(rho / rho_infinite - 1) < 0.02   # finite k grid

c_rkky = (chi_max - chi_loc) / (8 * rho)
a_ratio = c_rkky / (rho * half_width)
a_limit = 4 / np.e**2
assert 0 < a_ratio < a_limit


# ---- Crossing of the two scales --------------------------------------------
def t_kondo(j):
    return half_width * np.exp(-1 / (rho * j))


def t_rkky(j, c=c_rkky):
    return c * rho * j**2


def crossing(c):
    return brentq(lambda j: t_kondo(j) - t_rkky(j, c),
                  0.02 / rho, 0.5 / rho, xtol=1e-13)


def lambert_g(a, branch):
    return -1 / (2 * lambertw(-np.sqrt(a) / 2, branch).real)


g_c, g_upper = lambert_g(a_ratio, -1), lambert_g(a_ratio, 0)
j_c = g_c / rho
assert abs(crossing(c_rkky) / j_c - 1) < 1e-8
upper_root = brentq(lambda j: t_kondo(j) - t_rkky(j),
                    0.5 / rho, 2 / (rho * np.sqrt(a_ratio)))
assert abs(upper_root * rho / g_upper - 1) < 1e-8

g_grid = np.linspace(0.05, 5, 40000)
for factor, expected in ((0.99, 2), (1.01, 0)):
    sign = np.sign(np.exp(-1 / g_grid) - factor * a_limit * g_grid**2)
    assert np.count_nonzero(np.diff(sign)) == expected

slope = g_c / (1 - 2 * g_c)
slope_numeric = np.log(crossing(c_rkky * 1.001)
                       / crossing(c_rkky / 1.001)) / (2 * np.log(1.001))
assert abs(slope_numeric / slope - 1) < 1e-3

# Smallest ratio T_RKKY/T_K for c = 1 and a flat band, rho D = 1/2.
naive_ratio = np.min(2 * g_grid**2 * np.exp(1 / g_grid))
assert naive_ratio > 1

# Effect of the electronic temperature used for the susceptibility.
chi_r_w, chi_q_w = lindhard(48, mu, 0.1)
rho_w = chi_q_w[0, 0, 0]
c_warm = (chi_q_w.max() - chi_r_w[0, 0, 0]) / (8 * rho_w)
g_warm = lambert_g(c_warm / (rho_w * half_width), -1)
assert abs(g_warm / g_c - 1) < 0.15

# ---- Output ----------------------------------------------------------------
kelvin = e_charge / k_boltzmann
t_star = t_kondo(j_c) * hopping
print("TESTS")
print(f"shell coefficient, exact diag. (expected 1): {shell_coeff:.4f}")
print(f"K(R) energy/formula, two separations: "
      f"{pair_ratios[0]:.4f} {pair_ratios[1]:.4f}")
print(f"mean-field moment at 0.9 T_order: {moment_below:.3f}")
print(f"mean-field moment at 1.1 T_order: {moment_above:.1e}")
print("MODEL BAND")
print(f"hopping t: {hopping:.2f} eV")
print(f"half bandwidth D: {half_width * hopping:.2f} eV")
print(f"Fermi level: {mu * hopping:.2f} eV")
print(f"electronic temperature in chi0: {temp_el * hopping:.4f} eV")
print(f"electrons per site: {filling:.3f}")
print(f"rho per site and spin: {rho / hopping:.4f} 1/eV")
print(f"rho from Bessel integral: {rho_infinite / hopping:.4f} 1/eV")
print(f"rho D: {rho * half_width:.4f}")
print(f"max chi0(q): {chi_max / hopping:.4f} 1/eV")
print("q of maximum, components / (pi/lattice constant): "
      + " ".join(f"{q:.3f}" for q in q_over_pi))
print(f"chi0(R=0): {chi_loc / hopping:.4f} 1/eV")
print("CROSSING")
print(f"c: {c_rkky:.4f}")
print(f"a = c/(rho D): {a_ratio:.4f}")
print(f"largest a with a crossing, 4/e^2: {a_limit:.4f}")
print(f"largest c with a crossing here: {a_limit * rho * half_width:.4f}")
print(f"c = 1, flat band: smallest T_RKKY/T_K: {naive_ratio:.3f}")
print(f"g_c: {g_c:.4f}")
print(f"1/g_c: {1 / g_c:.3f}")
print(f"second root g (not trusted): {g_upper:.3f}")
print(f"J_c: {j_c * hopping:.4f} eV")
print(f"common scale at J_c: {t_star:.6f} eV = {t_star * kelvin:.2f} K")
print("DIAGRAM: J/J_c, J (eV), T_K (eV), T_RKKY (eV)")
for x in (0.50, 0.75, 1.00, 1.25, 1.50):
    j = x * j_c
    print(f"{x:.2f}  {j * hopping:.4f}  {t_kondo(j) * hopping:.3e}  "
          f"{t_rkky(j) * hopping:.3e}")
print("ROBUSTNESS")
print(f"d ln g_c / d ln a: {slope:.4f}")
print(f"J_c with c halved: {crossing(c_rkky / 2) * hopping:.4f} eV")
print(f"J_c with c doubled: {crossing(c_rkky * 2) * hopping:.4f} eV")
print(f"c at electronic temperature {0.1 * hopping:.3f} eV: {c_warm:.4f}")
print(f"g_c at that electronic temperature: {g_warm:.4f}")
print("all assertions hold")
```

It prints:

```
TESTS
shell coefficient, exact diag. (expected 1): 0.9994
K(R) energy/formula, two separations: 1.0000 1.0000
mean-field moment at 0.9 T_order: 0.250
mean-field moment at 1.1 T_order: 8.5e-11
MODEL BAND
hopping t: 0.25 eV
half bandwidth D: 1.50 eV
Fermi level: -0.25 eV
electronic temperature in chi0: 0.0125 eV
electrons per site: 0.714
rho per site and spin: 0.5711 1/eV
rho from Bessel integral: 0.5727 1/eV
rho D: 0.8566
max chi0(q): 1.0910 1/eV
q of maximum, components / (pi/lattice constant): 0.656 1.000 1.000
chi0(R=0): 0.6983 1/eV
CROSSING
c: 0.0860
a = c/(rho D): 0.1003
largest a with a crossing, 4/e^2: 0.5413
largest c with a crossing here: 0.4637
c = 1, flat band: smallest T_RKKY/T_K: 3.695
g_c: 0.1717
1/g_c: 5.823
second root g (not trusted): 2.606
J_c: 0.3007 eV
common scale at J_c: 0.004439 eV = 51.51 K
DIAGRAM: J/J_c, J (eV), T_K (eV), T_RKKY (eV)
0.50  0.1504  1.314e-05  1.110e-03
0.75  0.2255  6.373e-04  2.497e-03
1.00  0.3007  4.439e-03  4.439e-03
1.25  0.3759  1.423e-02  6.936e-03
1.50  0.4511  3.092e-02  9.988e-03
ROBUSTNESS
d ln g_c / d ln a: 0.2616
J_c with c halved: 0.2561 eV
J_c with c doubled: 0.3724 eV
c at electronic temperature 0.025 eV: 0.0720
g_c at that electronic temperature: 0.1640
all assertions hold
```
